# Chern numbers of the spin-one node in the CoSi band model: a program that tests the result

```python
"""Chern numbers of the threefold spin-one node H = v k.L (CoSi, zone centre).

Result under test: for v > 0 the bands, from lowest to highest, have Chern
numbers +2, 0, -2 on a sphere around the node, with Berry connection
A = i<u|du> and outward normal.  (L_a)_jk = -i epsilon_ajk.
Rydberg units: energy in Ry, wave vector k in 1/bohr, v in Ry bohr.
c1, c2, c3: symmetry-allowed quadratic coefficients in Ry bohr^2.
Delta: spin-orbit parameter in Delta L.sigma, in Ry.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
v = 0.2
quad = (0.5, 0.3, 0.25)
delta = 0.001
radius = 0.05
large_radius = 0.65
small_radius = 0.001

eps = np.zeros((3, 3, 3))
for a, b, c in itertools.permutations(range(3)):
    eps[a, b, c] = np.linalg.det(np.eye(3)[[a, b, c]])
L = -1j * eps
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_sigma = sum(np.kron(L[a], pauli[a]) for a in range(3))


def node(k, speed=v, coeff=(0.0, 0.0, 0.0)):
    """Three-band Hamiltonian for an array of wave vectors."""
    c1, c2, c3 = coeff
    k2 = k * k
    diagonal = c1 * k2 + c2 * (np.roll(k2, -1, -1) - np.roll(k2, -2, -1))
    outer = k[..., :, None] * k[..., None, :]
    return (speed * np.einsum("...a,aij->...ij", k, L)
            + diagonal[..., :, None] * np.eye(3)
            + c3 * outer * (1 - np.eye(3)))


def full(k):
    return node(k, v, quad)


def spinful(k):
    h = np.einsum("...ij,st->...isjt", node(k), np.eye(2))
    return h.reshape(k.shape[:-1] + (6, 6)) + delta * L_sigma


def directions(theta, phi):
    t, p = np.meshgrid(theta, phi, indexing="ij")
    return np.stack([np.sin(t) * np.cos(p), np.sin(t) * np.sin(p),
                     np.cos(t)], axis=-1)


def curvature(h, k, group, step):
    """Berry curvature vector from the sum over states outside the group."""
    energy, u = np.linalg.eigh(h(k))
    udag = np.conj(np.swapaxes(u, -1, -2))
    vel = []
    for a in range(3):
        d = step * np.eye(3)[a]
        vel.append(udag @ ((h(k + d) - h(k - d)) / (2 * step)) @ u)
    omega = np.zeros(k.shape)
    others = [m for m in range(energy.shape[-1]) if m not in group]
    for c in range(3):
        a, b = (c + 1) % 3, (c + 2) % 3
        for n in group:
            for m in others:
                omega[..., c] -= 2 * np.imag(
                    vel[a][..., n, m] * vel[b][..., m, n]
                ) / (energy[..., n] - energy[..., m]) ** 2
    return omega


def flux_chern(h, r, group, n=32):
    """Quadrature of the curvature; not an integer by construction."""
    x, w = np.polynomial.legendre.leggauss(n)
    direction = directions(np.arccos(x), np.arange(2 * n) * np.pi / n)
    omega = curvature(h, r * direction, group, 0.1 * r)
    radial = np.sum(omega * direction, axis=-1)
    return r**2 * np.sum(w[:, None] * radial) * (np.pi / n) / (2 * np.pi)


def link_chern(h, r, group, n=40):
    """Chern number from products of overlaps around small plaquettes."""
    direction = directions(np.linspace(0, np.pi, n + 1),
                           np.arange(2 * n) * np.pi / n)
    u = np.linalg.eigh(h(r * direction))[1][..., group]

    def overlap(p, q):
        return np.linalg.det(np.conj(np.swapaxes(p, -1, -2)) @ q)

    p, q = u[:-1], u[1:]
    q2, p2 = np.roll(q, -1, axis=1), np.roll(p, -1, axis=1)
    loop = overlap(p, q) * overlap(q, q2) * overlap(q2, p2) * overlap(p2, p)
    return -np.sum(np.angle(loop)) / (2 * np.pi)


# Count the invariants of the tetrahedral rotation group.
rotations = []
for shift in range(3):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            rotations.append(np.diag(signs) @ np.roll(np.eye(3), shift, 0))
assert len(rotations) == 12
P3 = sum(np.kron(np.kron(R, R), R) for R in rotations) / 12
P4 = sum(np.kron(np.kron(R, R), np.kron(R, R)) for R in rotations) / 12
swap = np.einsum("il,jk->ijkl", np.eye(3), np.eye(3)).reshape(9, 9)
sym, anti = (np.eye(9) + swap) / 2, (np.eye(9) - swap) / 2
linear_all = np.trace(P3)
linear_tr = np.trace(P3 @ np.kron(anti, np.eye(3)))
quadratic_tr = np.trace(P4 @ np.kron(sym, sym))
assert np.allclose([linear_all, linear_tr, quadratic_tr], [2, 1, 4])
eps_vector = np.transpose(eps, (1, 2, 0)).reshape(27)
assert np.allclose(P3 @ eps_vector, eps_vector)
rng = np.random.default_rng(4)
sample = rng.normal(size=(20, 3))
for R in rotations:
    assert np.allclose(R @ full(sample @ R) @ R.T, full(sample))
assert np.allclose(full(-sample), np.conj(full(sample)))

# Check eigenvectors and Berry connection symbolically.
th, ph = sp.symbols("theta phi", real=True)
nhat = sp.Matrix([sp.sin(th) * sp.cos(ph), sp.sin(th) * sp.sin(ph), sp.cos(th)])
e_th = nhat.diff(th)
e_ph = sp.Matrix([-sp.sin(ph), sp.cos(ph), 0])
nL = sp.Matrix(3, 3, lambda i, j: sum(
    -sp.I * sp.LeviCivita(a, i, j) * nhat[a] for a in range(3)))
assert sp.simplify(nL * nhat) == sp.zeros(3, 1)
for s in (1, -1):
    u = (e_th + sp.I * s * e_ph) / sp.sqrt(2)
    ubar = (e_th - sp.I * s * e_ph) / sp.sqrt(2)
    assert sp.simplify(nL * u - s * u) == sp.zeros(3, 1)
    assert sp.simplify(sp.I * (ubar.T * u.diff(ph))[0] - s * sp.cos(th)) == 0
    assert sp.simplify((ubar.T * u.diff(th))[0]) == 0

# Compare the monopole law with the sum over states at random points.
points = rng.normal(size=(30, 3))
lengths = np.linalg.norm(points, axis=1)[:, None]
for band, s in enumerate((-1, 0, 1)):
    numeric = curvature(node, points, [band], 0.01)
    assert np.allclose(numeric * lengths**2, -s * points / lengths, atol=1e-8)

# Integrate over the sphere, without and with quadratic terms.
ideal = [flux_chern(node, radius, [n]) for n in range(3)]
warped = [flux_chern(full, radius, [n]) for n in range(3)]
links = [link_chern(full, radius, [n]) for n in range(3)]
reverse = [flux_chern(lambda k: node(k, -v, quad), radius, [n])
           for n in range(3)]
assert np.allclose(ideal, [2, 0, -2], atol=1e-8)
assert np.allclose(warped, [2, 0, -2], atol=1e-5)
assert np.allclose(links, [2, 0, -2], atol=1e-8)
assert np.allclose(reverse, [-2, 0, 2], atol=1e-5)

# Gap bound and its sufficient radius.
bound = abs(quad[0]) + 2 * abs(quad[1]) + 2 * abs(quad[2])
safe_radius = abs(v) / bound
mesh = directions(np.linspace(0, np.pi, 81), np.arange(160) * np.pi / 80)
quad_levels = np.linalg.eigvalsh(node(mesh, 0.0, quad))
spread = np.max(quad_levels[..., -1] - quad_levels[..., 0])
assert spread <= bound
min_gap = np.min(np.diff(np.linalg.eigvalsh(full(radius * mesh)), axis=-1))
gap_bound = abs(v) * radius - bound * radius**2
assert radius < safe_radius and min_gap >= gap_bound > 0

# A touching on the cubic axes changes the result on a larger sphere.
touch = abs(v) / np.sqrt(quad[0] ** 2 - quad[1] ** 2)
axis_levels = np.linalg.eigvalsh(full(np.array([0.0, 0.0, touch])))
assert abs(axis_levels[2] - axis_levels[1]) < 1e-12
outer_links = [link_chern(full, large_radius, [n], 80) for n in range(3)]
outer_fine = [link_chern(full, large_radius, [n], 120) for n in range(3)]
outer_gap = np.min(np.diff(np.linalg.eigvalsh(full(large_radius * mesh)),
                           axis=-1))
assert large_radius > touch
assert np.allclose(outer_links, outer_fine, atol=1e-7)
assert abs(sum(outer_links)) < 1e-7
assert abs(outer_links[2] + 2) > 0.5

# Spin-orbit coupling: pairs of bands far from and close to the centre.
gamma = np.linalg.eigvalsh(spinful(np.zeros(3)))
assert np.allclose(gamma, delta * np.array([-2, -2, 1, 1, 1, 1]))
pairs = [flux_chern(spinful, radius, [2 * n, 2 * n + 1]) for n in range(3)]
pair_links = [link_chern(spinful, radius, [2 * n, 2 * n + 1])
              for n in range(3)]
inner_pair = flux_chern(spinful, small_radius, [0, 1])
assert abs(v) * radius > 3 * abs(delta)
assert np.allclose(pairs, [4, 0, -4], atol=1e-5)
assert np.allclose(pair_links, [4, 0, -4], atol=1e-7)
assert abs(inner_pair) < 1e-5


def show(label, values, digits=6):
    text = ", ".join(f"{x + 0.0:.{digits}f}" for x in np.atleast_1d(values))
    print(f"{label}: {text}")


show("velocity v (Ry bohr)", v, 3)
show("quadratic c1, c2, c3 (Ry bohr^2)", quad, 3)
show("sphere radius (1/bohr)", radius, 3)
show("linear invariants without time reversal (count)", linear_all, 0)
show("linear invariants with time reversal (count)", linear_tr, 0)
show("quadratic invariants with time reversal (count)", quadratic_tr, 0)
show("linear-model energies on sphere (Ry)",
     np.linalg.eigvalsh(node(np.array([0.0, 0.0, radius]))), 5)
show("linear-model gap v k (Ry)", v * radius, 5)
show("linear-model gap v k (eV)", v * radius * RY_EV, 5)
show("linear-model Chern numbers, low to high (no unit)", ideal)
show("with quadratic terms, curvature integral (no unit)", warped)
show("with quadratic terms, overlap products (no unit)", links)
show("with v reversed, curvature integral (no unit)", reverse)
show("quadratic spread bound (Ry bohr^2)", bound, 4)
show("largest sampled quadratic spread (Ry bohr^2)", spread, 4)
show("sufficient radius limit (1/bohr)", safe_radius, 4)
show("lower bound on gap on sphere (Ry)", gap_bound)
show("smallest sampled gap on sphere (Ry)", min_gap)
show("axis touching radius k* (1/bohr)", touch, 4)
show("larger sphere radius (1/bohr)", large_radius, 3)
show("smallest sampled gap on larger sphere (Ry)", outer_gap)
show("larger-sphere Chern numbers, low to high (no unit)", outer_links)
show("spin-orbit Delta (Ry)", delta, 4)
show("six levels at centre with spin-orbit (Ry)", gamma, 4)
show("pair Chern numbers on first sphere (no unit)", pairs)
show("small sphere radius (1/bohr)", small_radius, 4)
show("lowest-pair Chern number on small sphere (no unit)", inner_pair)
print("all assertions hold")
```

Running it gives:

```
velocity v (Ry bohr): 0.200
quadratic c1, c2, c3 (Ry bohr^2): 0.500, 0.300, 0.250
sphere radius (1/bohr): 0.050
linear invariants without time reversal (count): 2
linear invariants with time reversal (count): 1
quadratic invariants with time reversal (count): 4
linear-model energies on sphere (Ry): -0.01000, 0.00000, 0.01000
linear-model gap v k (Ry): 0.01000
linear-model gap v k (eV): 0.13606
linear-model Chern numbers, low to high (no unit): 2.000000, -0.000000, -2.000000
with quadratic terms, curvature integral (no unit): 2.000000, 0.000000, -2.000000
with quadratic terms, overlap products (no unit): 2.000000, 0.000000, -2.000000
with v reversed, curvature integral (no unit): -2.000000, -0.000000, 2.000000
quadratic spread bound (Ry bohr^2): 1.6000
largest sampled quadratic spread (Ry bohr^2): 0.8000
sufficient radius limit (1/bohr): 0.1250
lower bound on gap on sphere (Ry): 0.006000
smallest sampled gap on sphere (Ry): 0.008778
axis touching radius k* (1/bohr): 0.5000
larger sphere radius (1/bohr): 0.650
smallest sampled gap on larger sphere (Ry): 0.023440
larger-sphere Chern numbers, low to high (no unit): 2.000000, 6.000000, -8.000000
spin-orbit Delta (Ry): 0.0010
six levels at centre with spin-orbit (Ry): -0.0020, -0.0020, 0.0010, 0.0010, 0.0010, 0.0010
pair Chern numbers on first sphere (no unit): 4.000000, 0.000000, -4.000000
small sphere radius (1/bohr): 0.0010
lowest-pair Chern number on small sphere (no unit): -0.000000
all assertions hold
```
